# Why strained (111) cubic films get magnetic anisotropy from B2 alone

**Question.** A cubic magnetic film grows coherently on a (111) substrate and is stretched equally in all in-plane directions. The crystal has two magnetoelastic coefficients, $B_1$ and $B_2$. Why does the strain produce a uniaxial anisotropy through $B_2$ alone, while $B_1$ adds an energy that does not depend on the magnetization direction?

**Answer.** The coefficient $B_1$ responds to differences in length between the three cube edges, and $B_2$ responds to changes in the angles between them. The [111] normal makes the same angle with every cube edge. Equal in-plane tension therefore stretches the three edges equally, and $B_1$ finds no difference to act on. The same tension leaves the body diagonal along the normal short relative to the in-plane lengths, which splays the three edges apart, like the ribs of an opening umbrella. That is a shear in cube axes, and it couples to $B_2$.

## What the two coefficients measure

Let $\boldsymbol\alpha=(\alpha_1,\alpha_2,\alpha_3)$ be the unit magnetization vector in cube axes and $\varepsilon_{ij}$ the tensor strain. We keep energies linear in strain and quadratic in $\boldsymbol\alpha$. Odd powers of $\boldsymbol\alpha$ are excluded because reversing the magnetization leaves the energy unchanged.

Reflection in a cube plane changes the sign of one coordinate. Magnetization is an axial vector and gains an extra overall sign, which cancels in terms quadratic in $\boldsymbol\alpha$. An allowed term must therefore contain each coordinate index an even number of times, which leaves the types $\varepsilon_{ii}\alpha_i^2$, $\varepsilon_{ii}\alpha_j^2$ and $\varepsilon_{ij}\alpha_i\alpha_j$ with $i\ne j$. In the classes $O_h$, $O$ and $T_d$, which include the garnets, exchanging the cube axes forces one common coefficient for each type. The second type is not independent of the first, because $|\boldsymbol\alpha|=1$:

$$\sum_{i\neq j}\varepsilon_{ii}\alpha_j^2=\sum_i\varepsilon_{ii}(1-\alpha_i^2)=\mathrm{tr}\,\varepsilon-\sum_i\varepsilon_{ii}\alpha_i^2 .$$

Apart from a term in $\mathrm{tr}\,\varepsilon$ that is independent of direction, the energy density is

$$f=B_1\sum_i\alpha_i^2\varepsilon_{ii}+2B_2(\alpha_1\alpha_2\varepsilon_{12}+\alpha_2\alpha_3\varepsilon_{23}+\alpha_3\alpha_1\varepsilon_{31}).$$

With engineering shears $e_{ij}=2\varepsilon_{ij}$ the factor 2 in front of $B_2$ disappears. The lower cubic classes $T$ and $T_h$ allow only cyclic exchange of the axes and admit one more term, $\varepsilon_{11}(\alpha_2^2-\alpha_3^2)+\varepsilon_{22}(\alpha_3^2-\alpha_1^2)+\varepsilon_{33}(\alpha_1^2-\alpha_2^2)$. It vanishes when the three normal strains are equal, so the (111) result below holds there too, but the (001) and (110) formulas would gain a term.

## The strain of a (111) film

Let $\mathbf n=(1,1,1)/\sqrt3$ be the film normal, $e$ the common in-plane strain and $e_\perp$ the strain along $\mathbf n$. The substrate fixes $e$, while the free surface lets the film adjust out of plane.

Could the film also shear out of plane? Without such a shear, the strain is unchanged by a $120^\circ$ rotation about $\mathbf n$, which is also a symmetry of the crystal. The stress then has the same symmetry, so the force on the surface must point along $\mathbf n$. No tangential force is left to drive a shear, and in a stable elastic crystal this equilibrium is unique. Hence

$$\varepsilon=e(I-\mathbf n\mathbf n)+e_\perp\mathbf n\mathbf n=eI+(e_\perp-e)\,\mathbf n\mathbf n .$$

Every element of the matrix $\mathbf n\mathbf n$ equals $1/3$. In cube axes, therefore,

$$\varepsilon_{11}=\varepsilon_{22}=\varepsilon_{33}=e+\frac{e_\perp-e}{3}=\frac{2e+e_\perp}{3},$$

$$\varepsilon_{12}=\varepsilon_{23}=\varepsilon_{31}=\frac{e_\perp-e}{3}.$$

## Where the direction dependence goes

The three normal strains are equal, so they can be taken out of the $B_1$ sum:

$$f_1=B_1\frac{2e+e_\perp}{3}(\alpha_1^2+\alpha_2^2+\alpha_3^2)=B_1\frac{2e+e_\perp}{3}.$$

The value of this constant depends on convention. If $\alpha_i^2$ is replaced by $\alpha_i^2-1/3$ in the definition of the $B_1$ term, the constant is zero.

The three shears are also equal, so the $B_2$ term is

$$f_2=\frac{B_2(e_\perp-e)}{3}\,2(\alpha_1\alpha_2+\alpha_2\alpha_3+\alpha_3\alpha_1).$$

Let $\theta$ be the angle between the magnetization and the normal. Then $\cos\theta=(\alpha_1+\alpha_2+\alpha_3)/\sqrt3$, and squaring gives

$$3\cos^2\theta=1+2(\alpha_1\alpha_2+\alpha_2\alpha_3+\alpha_3\alpha_1).$$

Substitution yields

$$f_2=B_2(e_\perp-e)\left(\cos^2\theta-\tfrac13\right).$$

Two separate facts are at work. The threefold axis makes the anisotropy uniaxial: a symmetric matrix unchanged by cyclic exchange of the cube axes has equal diagonal elements and equal off-diagonal elements, so its quadratic form depends on $\theta$ alone. The form of the $B_1$ coupling then removes $B_1$: its matrix is diagonal, and a diagonal matrix with equal elements is a multiple of the identity.

A lattice model shows the same separation without assuming the formula for $f$. Take a simple cubic lattice in which each bond of length $r$ and direction $\hat{\mathbf r}$ has energy $J(r_0/r)^p[(\boldsymbol\alpha\cdot\hat{\mathbf r})^2-1/3]$, where $r_0$ is the unstrained length. Cube-edge bonds have $J=1$ and $p=3$. Face-diagonal bonds have $p=5$ and a strength chosen so that $B_2$, found from a pure shear, vanishes. A stretch along one cube edge then gives $B_1=-2.667$ in bond units. When this lattice is given the (111) film strain, the energy change per unit $e$ differs between the normal and an in-plane direction by less than $10^{-5}$ in the same units. A substantial $B_1$ leaves no anisotropy there.

## Elasticity sets the size

The normal strain follows from zero force on the surface. Hooke's law for a cubic crystal gives, for the strain above,

$$\sigma_{ii}=(C_{11}+2C_{12})\frac{2e+e_\perp}{3},\qquad \sigma_{ij}=2C_{44}\frac{e_\perp-e}{3}\quad(i\neq j).$$

The normal stress is $\mathbf n\cdot\sigma\cdot\mathbf n=\frac13(3\sigma_{ii}+6\sigma_{ij})=\sigma_{ii}+2\sigma_{ij}$. Setting it to zero and multiplying by 3 gives

$$(C_{11}+2C_{12})(2e+e_\perp)+4C_{44}(e_\perp-e)=0,$$

$$e_\perp=-e\,\frac{2C_{11}+4C_{12}-4C_{44}}{C_{11}+2C_{12}+4C_{44}}.$$

Subtracting $e_\perp$ from $e$ over the common denominator adds the two numerators to $3C_{11}+6C_{12}$:

$$e-e_\perp=3e\,\frac{C_{11}+2C_{12}}{C_{11}+2C_{12}+4C_{44}}.$$

Define the strain anisotropy $K_s$ by $f=\text{const}-K_s\cos^2\theta$, so that positive $K_s$ favours the normal. Then

$$K_s=B_2(e-e_\perp)=3B_2e\,\frac{C_{11}+2C_{12}}{C_{11}+2C_{12}+4C_{44}}.$$

Two limits at fixed $B_2$ and $e$ show the mechanism. If $C_{44}$ is very large, the angles between the cube edges cannot change. The film then expands equally in all directions, $e_\perp\to e$, and $K_s\to0$. If $C_{44}$ is very small compared with $C_{11}+2C_{12}$, the film keeps its volume, $e_\perp\to-2e$, and $K_s\to3B_2e$.

The result can also be written in terms of stress. Along the in-plane direction $(1,-1,0)/\sqrt2$ the stress is $\sigma=\sigma_{ii}-\sigma_{ij}$. The surface condition gives $\sigma_{ii}=-2\sigma_{ij}$, so

$$\sigma=-3\sigma_{ij}=2C_{44}(e-e_\perp),\qquad K_s=\frac{B_2\sigma}{2C_{44}}.$$

Now consider a free crystal magnetized along [111], where $\alpha_1\alpha_2=1/3$. Its energy in the shear $\varepsilon_{12}$ is $2C_{44}\varepsilon_{12}^2+\frac23B_2\varepsilon_{12}$, which is least at $\varepsilon_{12}=-B_2/(6C_{44})$. The other two shears are equal to it. Relative to the average over all magnetization directions the normal strains do not change, because $\alpha_i^2=1/3$ in both states. The elongation along [111] is $\frac13\cdot6\varepsilon_{12}=2\varepsilon_{12}$, so

$$\lambda_{111}=-\frac{B_2}{3C_{44}},\qquad K_s=-\tfrac32\lambda_{111}\sigma .$$

A crystal with negative $\lambda_{111}$ contracts along its magnetization when magnetized along [111]. In-plane tension has already made the film short along the normal relative to its in-plane lengths, so the magnetization prefers that direction.

## A garnet film in numbers

Consider a 20 nm film with rough, rounded parameters in the regime of thulium iron garnet under tension on a (111) garnet substrate:

- $C_{11}=270$, $C_{12}=110$ and $C_{44}=77$ GPa
- $B_1=-0.30$ and $B_2=1.20$ MJ/m³
- $e=0.500\,\%$
- magnetization $M_s=100$ kA/m

With $C_{11}+2C_{12}=490$ GPa and $4C_{44}=308$ GPa,

$$e-e_\perp=3(0.500\,\%)\frac{490}{798}=0.921\,\%,\qquad e_\perp=-0.421\,\%.$$

Each cube edge stretches by $0.193\,\%$, and each tensor shear is $-0.307\,\%$. The $B_1$ term is $-0.30\times0.00193$ MJ/m³ $=-0.579$ kJ/m³ for every direction. The $B_2$ term is $-7.368$ kJ/m³ along the normal and $+3.684$ kJ/m³ along both $[1\bar10]$ and $[\bar1\bar12]$ in the plane. It vanishes along a cube edge, where $\cos^2\theta=1/3$. The difference between plane and normal is

$$K_s=1.20\times10^3\times0.00921=11.05\ \text{kJ/m}^3 .$$

The stress route gives the same value from $\sigma=1.418$ GPa and $\lambda_{111}=-5.195$ ppm.

This anisotropy must overcome the shape anisotropy of a uniformly magnetized thin plate, $K_d=\mu_0M_s^2/2=6.28$ kJ/m³, which favours the plane. The net value is $K=K_s-K_d=4.77$ kJ/m³, so the normal is easy. An in-plane field $H$ gives the energy $-K\cos^2\theta-\mu_0HM_s\sin\theta$. Away from $\theta=90^\circ$ it is stationary at $\sin\theta=\mu_0HM_s/(2K)$. Without cubic anisotropy, the magnetization therefore reaches the plane at $\mu_0H=2K/M_s=95$ mT.

With the other parameters fixed, $K_s$ is proportional to $e$. The perpendicular state is lost in this model below $e=0.500\,\%\times6.283/11.053=0.284\,\%$.

## Other film planes

In a (001) film the strain in cube axes is diagonal, with elements $e,e,e_\perp$. There is no shear for $B_2$ to act on, but one edge now differs from the other two. Zero normal stress, $2C_{12}e+C_{11}e_\perp=0$, gives

$$f=B_1[e+(e_\perp-e)\alpha_3^2],\qquad K_s=B_1(e-e_\perp)=B_1e\left(1+\frac{2C_{12}}{C_{11}}\right).$$

The same material at the same $e$ has $K_s=-2.72$ kJ/m³. The tension that favours the normal of the (111) film favours the plane of the (001) film.

In a (110) film the twofold axis along the normal again excludes out-of-plane shear. With $\mathbf n=(1,1,0)/\sqrt2$,

$$f=\text{const}+(e_\perp-e)\left[\tfrac12B_1(\alpha_1^2+\alpha_2^2)+B_2\alpha_1\alpha_2\right].$$

Both coefficients act. Taken separately, the $B_1$ and $B_2$ terms vary over all directions by 1.38 and 11.01 kJ/m³. The in-plane directions [001] and $[1\bar10]$ generally have different energies, so the anisotropy is not uniaxial about the normal.

## When $B_1$ returns

**Unequal in-plane strain.** If the strain along $[\bar1\bar12]$ is $0.45\,\%$ while that along $[1\bar10]$ stays at $0.50\,\%$, the cube edges stretch unequally. The $B_1$ term then varies by 73 J/m³ over direction.

**Miscut.** Tilt the normal by a small angle $\delta$ towards $[\bar1\bar12]$. To first order, the diagonal elements of $\mathbf n\mathbf n$ change by $2\delta(-1,-1,2)/\sqrt{18}$, so they are no longer equal. For $1^\circ$ the full elastic solution gives a $B_1$ variation of 67 J/m³. With both coefficients and the shape term included, the easy axis lies $1.9^\circ$ from the film normal.

**Magnetostrictive relaxation.** The magnetization also exerts a stress of its own, and the free surface lets the film respond. The total energy is quadratic in the strain and linear in the magnetoelastic stress. Minimizing it over the out-of-plane strain gives terms proportional to $e^2$, to $e$ times $B_1$ or $B_2$, and to products of two magnetoelastic coefficients. The middle group is the law derived above. The last group does not depend on $e$, and in it the contribution of $B_1$ does depend on the magnetization direction. Over all directions it varies by 1.26 J/m³, or by 0.127 J/m³ with $B_2$ set to zero (the 403 sampled directions in the output give 1.25 and 0.125). Both are tiny beside $K_s$.

Coupling quadratic in strain is also left out. As long as the strain keeps the threefold axis, such terms remain uniaxial if they are quadratic in $\boldsymbol\alpha$, but their size is no longer set by $B_2$ alone.

## Beside a real film

Thin thulium iron garnet films on (111) gallium garnet substrates can be magnetized perpendicular to the plane through this mechanism, and the parameters above are rough values for that regime. The value of $e$ used here assumes full coherence with the substrate, which a real film can partly lose. If the remaining in-plane strain is still equal in all directions, the same law holds with the smaller $e$. A 10 % loss of strain lowers $K_s$ by 1.1 kJ/m³. Because the shape term stays fixed, the net anisotropy falls by about 23 %, and the field drops from 95 to about 73 mT.

For the chosen numbers, cubic anisotropy and thermal mismatch change the energy difference between plane and normal by less than this. A cubic anisotropy constant of $-0.60$ kJ/m³ changes that difference by only 0.05 kJ/m³, but it adds 8 mT to the stiffness field for small tilts from the normal. It also matters near the plane: with a field of 95.4 mT along $[\bar1\bar12]$, the magnetization is still about $14^\circ$ out of the plane, on the $-\mathbf n$ side, and from there it approaches the plane only gradually as the field grows ($5^\circ$ at 120 mT). A film that starts from $+\mathbf n$ jumps across the plane to this side between 80 and 90 mT. A 100 K temperature change with an expansion difference of 1 ppm/K changes the strain by $0.010\,\%$ and $K_s$ by 0.22 kJ/m³ in magnitude, with the material coefficients held fixed. In a real film $B_2$ and $M_s$ also vary with temperature, so the values must be taken at the temperature of use. The net value is sensitive to $M_s$: at 110 kA/m it falls to 3.45 kJ/m³ and the field to 63 mT. An interface energy can matter more: 0.095 mJ/m² favouring the plane would cancel the net anisotropy of the 20 nm film. The numerical output below lists the parameters and the main results.

## Computed results

```
C11, C12, C44 = 270, 110, 77 GPa
B1, B2 = -0.30, 1.20 MJ/m3
in-plane strain e = 0.500 %
magnetization Ms = 100 kA/m
cubic anisotropy constant K1 = -0.60 kJ/m3
film thickness = 20 nm
number of cubic invariants = 3
normal strain ep = -0.4211 %
ep - e = -0.9211 %
cube-axis normal strain (each) = 0.1930 %
cube-axis tensor shear (each) = -0.3070 %
film stress = 1.418 GPa
energies by magnetization direction, kJ/m3:
  [111] normal: B1 term -0.579, B2 term -7.368
  [1-10] in plane: B1 term -0.579, B2 term 3.684
  [-1-12] in plane: B1 term -0.579, B2 term 3.684
  [001] cube edge: B1 term -0.579, B2 term 0.000
strain anisotropy Ks = 11.053 kJ/m3
lambda111 = -5.195 ppm, lambda100 = 1.250 ppm
-(3/2)*lambda111*stress = 11.053 kJ/m3
shape anisotropy Kd = 6.283 kJ/m3
net anisotropy Ks-Kd = 4.769 kJ/m3
anisotropy field (mu0 H) = 95.4 mT
strain where Ks = Kd: 0.284 %
spread over directions at the same e, kJ/m3:
  (001) film: B1 term 2.722, B2 term 0.000
  (110) film: B1 term 1.376, B2 term 11.011
  (111) film: B1 term 0.000, B2 term 11.053
(001) film signed Ks = -2.722 kJ/m3
bond model: B1 = -2.667 (bond units)
bond model: |B2| below 1e-5: True
bond model: |(111) slope| below 1e-5: True
neglected effects:
  K1, in-plane minus normal energy = 0.050 kJ/m3
  K1, added stiffness field at normal = 8.0 mT
  second-order energy spread = 1.25 J/m3
  same with B2 = 0 = 0.125 J/m3
  miscut 1 deg, B1 spread = 66.8 J/m3
  miscut, easy axis off film normal = 1.93 deg
  second in-plane strain 0.45 %, B1 spread = 73.1 J/m3
  expansion difference = 1.0 ppm/K
  temperature change = 100 K
  thermal strain = 0.010 %
  resulting change of Ks = 0.221 kJ/m3
  interface energy cancelling net = 0.0954 mJ/m2
```
